# Flux-tunable gap of a topological-insulator wire with a Dirac surface

**Question**

I am trying to understand the surface conduction of a thin topological-insulator wire as a possible interconnect. The surface path around the wire is 40 nm long, and the surface Dirac cone has $\hbar v=0.3$ eV nm. I wrapped the flat surface into a tube and required the wavefunction to be periodic around it. The transverse wave numbers are then $2\pi n/P$ with integer $n$. Since $n=0$ is allowed, I find a gapless wire.

I have been told that this is wrong: the wire should have a gap without a magnetic field, and flux along the axis should close it. Where does the gap come from, how large is it, and at what flux does it close? Would any of this matter in a real wire?

**Answer**

Your quantization is right except for the boundary condition. The electron's spin is tied to the directions of the surface, and those directions turn once as you go round the wire. To see what this does, start from the three-dimensional material, where the wavefunction certainly is single-valued, and derive the surface equation.

**The model**

Take a long, clean circular cylinder with axis $z$, radius $R$ and perimeter $P=2\pi R$. Near its band edges, describe the material by an isotropic Dirac Hamiltonian,

$$H=\hbar v\,\tau_x\,\boldsymbol\sigma\cdot\left(-i\nabla+\frac{e\mathbf A}{\hbar}\right)+M(r)\,\tau_z .$$

The Pauli matrices $\sigma$ act on spin and $\tau$ on the two orbitals; the electron charge is $-e$. Inside the wire $M=-m$, where $m$ is half the bulk gap. Outside, $M\to+\infty$, which keeps the electron in. The change of sign of $M$ produces the surface state.

A uniform axial field $B$ has $A_\varphi=Br/2$. Let $\Phi=\pi R^2B$ and measure flux by $\eta=\Phi/(h/e)$. Then

$$\frac{eA_\varphi}{\hbar}=\frac{eBr}{2\hbar}=\frac{e\Phi}{2\pi\hbar}\frac{r}{R^2}=\frac{\eta r}{R^2}.$$

**Why the angular number is half-integer**

Without the field, the in-plane part of the Dirac operator is

$$-i\sigma_r\partial_r-\frac{i}{r}\sigma_\varphi\partial_\varphi,$$

with $\sigma_r=\sigma_x\cos\varphi+\sigma_y\sin\varphi$ and $\sigma_\varphi=-\sigma_x\sin\varphi+\sigma_y\cos\varphi$. These matrices depend on position. The rotation $U=e^{-i\varphi\sigma_z/2}$ makes them constant:

$$U^\dagger\sigma_rU=\sigma_x,\qquad U^\dagger\sigma_\varphi U=\sigma_y,\qquad U^\dagger\partial_\varphi U=\partial_\varphi-\frac{i}{2}\sigma_z .$$

The last relation gives an extra term. Using $\sigma_y\sigma_z=i\sigma_x$,

$$-\frac{i}{r}\sigma_y\left(\partial_\varphi-\frac{i}{2}\sigma_z\right)
=-\frac{i}{r}\sigma_y\partial_\varphi-\frac{i}{2r}\sigma_x .$$

The extra term joins the radial derivative, which becomes $-i\sigma_x(\partial_r+1/2r)$. A factor $1/\sqrt r$ removes it, because $(\partial_r+1/2r)(\chi/\sqrt r)=\chi'/\sqrt r$. So write

$$\psi=U\,\frac{\chi(r)}{\sqrt r}\,e^{i\nu\varphi}e^{ikz}.$$

With the field restored, the in-plane operator acts on $\chi$ as

$$-i\sigma_x\partial_r+\sigma_y a(r),\qquad a(r)=\frac{\nu}{r}+\frac{\eta r}{R^2}.$$

Now impose single-valuedness on $\psi$. After one turn $U$ becomes $e^{-i\pi\sigma_z}=-1$ times its initial value. The factor $e^{i\nu\varphi}$ must supply another minus sign, so $e^{2\pi i\nu}=-1$ and

$$\nu=\pm\tfrac12,\ \pm\tfrac32,\ldots$$

Your periodic condition would be correct for a spinor referred to fixed axes. The simple flat-surface Hamiltonian, however, refers the spinor to axes that follow the surface, and there the condition is antiperiodic. Your $n=0$ state is therefore absent at zero flux.

**Reducing the problem to the surface**

The radial equation is

$$\left[-i\hbar v\,\tau_x\sigma_x\partial_r+M\tau_z+\hbar v(\tau_x\sigma_y a+\tau_x\sigma_z k)\right]\chi=E\chi .$$

First look for a profile on which the first two terms cancel. Multiply $-i\hbar v\tau_x\sigma_x\chi'=-M\tau_z\chi$ by $i\tau_x\sigma_x$ and use $\tau_x\tau_z=-i\tau_y$:

$$\hbar v\,\chi'=-iM\tau_x\tau_z\sigma_x\chi=-M\Gamma\chi,\qquad \Gamma=\tau_y\sigma_x .$$

The eigenvalues of $\Gamma$ are $\pm1$. Outside, where $M>0$, the solution decays if $\Gamma=+1$. Inside, where $M=-m$, the same choice gives $\chi\propto e^{mr/\hbar v}$, which grows towards the surface. The state is thus bound to the surface, and its amplitude falls inwards over

$$\lambda=\frac{\hbar v}{m}.$$

Because $M$ is unbounded outside, the other terms are negligible there. The condition $\Gamma=+1$ at $r=R$ therefore holds for any finite energy.

The remaining matrices $\tau_x\sigma_y$ and $\tau_x\sigma_z$ both commute with $\Gamma$: each exchange gives one minus sign from $\tau$ and one from $\sigma$. They keep the electron in the two-dimensional space $\Gamma=+1$. Each squares to one, and they anticommute because $\sigma_y$ and $\sigma_z$ do. In that space we may call them $s_z$ and $s_x$, two Pauli matrices.

If $\lambda\ll R$, we may replace $a(r)$ by $a(R)=(\nu+\eta)/R$. The surface Hamiltonian is then

$$H_s=\hbar v\left[s_z\frac{\nu+\eta}{R}+s_xk\right].$$

On squaring it, the cross terms cancel, and

$$E=\pm\hbar v\sqrt{k^2+\left(\frac{2\pi}{P}\right)^2(\nu+\eta)^2}.$$

This projection can be compared with the radial equation itself. I solved the latter for $m=2$ and 4 eV and extrapolated linearly in $1/m$ to zero depth. Seven cases were used, with $\nu=\pm\frac12$ or $-\frac32$, $\eta=0$, $\frac14$ or $\frac12$, and $k$ up to 0.08 nm$^{-1}$. The largest difference from the band formula was 0.01 meV.

**The gap and its closing**

For each $\nu$, the smallest $|E|$ occurs at $k=0$. The gap between the positive and negative bands is therefore

$$E_g=\frac{4\pi\hbar v}{P}\min_\nu|\nu+\eta| .$$

At zero flux the minimum is $\frac12$, reached by $\nu=\pm\frac12$. For your wire,

$$E_g=\frac{2\pi\hbar v}{P}=\frac{2\pi(0.3\ \text{eV nm})}{40\ \text{nm}}=0.0471\ \text{eV}=47.1\ \text{meV}.$$

The band edges lie at $\pm23.6$ meV. This is a confinement gap: even the slowest transverse motion has a nonzero wave number, $\pi/P$.

For $0\le\eta\le1$ the state $\nu=-\frac12$ has the smallest $|\nu+\eta|$, so

$$E_g=\frac{2\pi\hbar v}{P}\,|1-2\eta| .$$

The gap is 23.6 meV at a quarter flux quantum and zero at half. There the phase from the flux cancels the minus sign from the spin rotation, and the $\nu=-\frac12$ bands become $E=\pm\hbar vk$. At one full quantum the gap is again 47.1 meV, since adding one to $\eta$ merely relabels $\nu$.

"Flux quantum" here means $h/e$, so closing occurs at $\Phi=h/2e$. The radius is $R=40/(2\pi)=6.37$ nm and the area is 127.3 nm². The required field is

$$B=\frac{\frac12(4135.7\ \text{T nm}^2)}{127.3\ \text{nm}^2}=16.2\ \text{T}.$$

For a wider wire with the same cross-sectional shape, the gap falls as $1/P$ and the closing field as $1/P^2$. A flat ribbon encloses less area than a circular wire of the same perimeter, so it needs a higher field. As $P\to\infty$ the allowed wave numbers merge into a continuum and the gapless flat surface returns.

**If 40 nm is the physical perimeter**

So far the surface state was a thin sheet on a path of 40 nm. Suppose instead that 40 nm is the outer perimeter of the material, with a bulk half-gap of roughly $m=0.15$ eV. Then $\lambda=0.3/0.15=2.0$ nm, which is not very small compared with $R$.

At $k=0$ the radial equation splits into pairs of components. In one pair, call the upper-orbital, spin-up component $F$ and the lower-orbital, spin-down component $ig$. Then

$$(E+m)F=\hbar v(g'+ag),\qquad (E-m)g=\hbar v(-F'+aF).$$

The condition $\Gamma=+1$ reads $F(R)=g(R)$. At zero flux and $\nu=\frac12$, $a=1/2r$. The solution regular on the axis is

$$F=\sqrt r\,I_0(\kappa r),\qquad g=\frac{\hbar v\kappa}{m-E}\sqrt r\,I_1(\kappa r),\qquad \hbar v\kappa=\sqrt{m^2-E^2},$$

where $I_0$ and $I_1$ are modified Bessel functions. The second equation gives $g$, because $F'-F/2r=\kappa\sqrt r\,I_1$. The first then fixes $\kappa$, because $g'+g/2r$ is proportional to $\kappa\sqrt r\,I_0$. Setting $F=g$ at the surface gives

$$\sqrt{\frac{m+E}{m-E}}=\frac{I_0(\kappa R)}{I_1(\kappa R)} .$$

For a thin surface state, put $\epsilon=E/m$ and $x=\kappa R$. The left side is $1+\epsilon+\epsilon^2/2+\ldots$, and the right side is $1+1/(2x)+3/(8x^2)+\ldots$. To second order we may set $x=R/\lambda$, since $\kappa\lambda$ differs from one only by order $\epsilon^2$. Hence

$$\epsilon=\frac{\lambda}{2R}+\frac{\lambda^2}{4R^2}+\ldots,\qquad
E=\frac{\hbar v}{2R}\left(1+\frac{\lambda}{2R}+\ldots\right).$$

This has a simple reading. The density decays as $e^{-2d/\lambda}$ with depth $d$, so its mean depth is $\lambda/2=1.0$ nm. The electron goes round a path of radius about $R-\lambda/2$, and the shorter path has a larger gap.

The first-order formula gives 54.5 meV, while the full condition gives 59.3 meV. The latter is 26% above the thin-sheet value. The difference between the two estimates shows that first order is only a rough guide at $\lambda/R\approx0.31$.

The same mean radius estimates the closing. Set $a(R-\lambda/2)=0$ for $\nu=-\frac12$:

$$\eta=\frac{R^2}{2(R-\lambda/2)^2}\approx\frac12\left(1+\frac{\lambda}{R}\right)=0.657 .$$

Here $\eta$ counts flux through the whole physical cross-section, and the state encloses less of it. The full radial equation puts the closing at 0.747 flux quanta, or 24.3 T. "Half a flux quantum" therefore refers to the thin-sheet limit, not to the outer area of a wire this narrow. The return of the full gap at one flux quantum also belongs to that limit.

**Zeeman coupling**

A field of 16 T also acts on the spin. Two axial terms are possible: $\sigma_z$, equal in both orbitals, and $\tau_z\sigma_z$, opposite in them. The first anticommutes with $\Gamma$, so it has no matrix elements within the $\Gamma=+1$ space and no first-order effect on a thin surface state. The second survives. Indeed,

$$\tau_z\sigma_z\Gamma=(\tau_z\tau_y)(\sigma_z\sigma_x)=(-i\tau_x)(i\sigma_y)=\tau_x\sigma_y,$$

so on states with $\Gamma=+1$ it acts as $s_z$. It adds to the transverse momentum and moves the closing flux. For the moderate coupling used below the gap still closes, but in the thin sheet an opposite coupling about five times as strong would cancel the effect of the flux and keep the gap open. This holds only near exact cancellation: at four or six times the coupling the gap closes again near 2.5 flux quanta, in the second case through the $\nu=+\frac12$ level.

Write this term as $Z\tau_z\sigma_z$ with $Z=\frac12g\mu_BB$. An assumed, rough $g=10$ gives $Z_{1/2}=4.70$ meV at 16.2 T. Since $Z$ is proportional to $\eta$, $Z=2\eta Z_{1/2}$. With $\varepsilon=2\pi\hbar v/P$, the $\nu=-\frac12$ level vanishes when

$$\varepsilon\left(-\tfrac12+\eta\right)+2\eta Z_{1/2}=0
\quad\Rightarrow\quad
\eta=\frac{1/2}{1+2Z_{1/2}/\varepsilon}=0.417 .$$

For the opposite sign of the coupling, the result is 0.625. These values are for the thin sheet. With the 2 nm depth above, the closing for the opposite sign moves out to about one flux quantum.

**Does it matter for conduction?**

Return to the thin sheet, and let $\Delta_\nu=\varepsilon|\nu+\eta|$ be the edge of subband $\nu$. At any energy with $|E|>\Delta_\nu$, that subband has one state moving to the right. It contributes $e^2/h$ to the conductance of a ballistic wire with ideal contacts. With the chemical potential at the Dirac point, thermal averaging gives the weight

$$\int_{|E|>\Delta_\nu}\left(-\frac{df}{dE}\right)dE=f(\Delta_\nu)+1-f(-\Delta_\nu)=2f(\Delta_\nu),$$

where $f$ is the Fermi function and $f(-\Delta)=1-f(\Delta)$. Therefore

$$G=\frac{e^2}{h}\sum_\nu\frac{2}{e^{\Delta_\nu/k_BT}+1}.$$

At 4 K, $k_BT=0.345$ meV is tiny compared with the 23.6 meV edge. The conductance is essentially zero without flux and $e^2/h$ at half flux. At 300 K, $k_BT=25.9$ meV exceeds the edge energy, and the two values are 1.44 and 1.68 $e^2/h$. The gap still exists in the spectrum, but it no longer switches the current off.

Doping has a similar effect even at zero temperature. Put the Fermi level 0.1 eV from the Dirac point:

- At zero flux the edges are 23.6 and 70.7 meV, each shared by two subbands, and the next is above 0.1 eV. Four channels conduct, giving $25.81/4=6.45$ kΩ.
- At half flux the edges are 0, 47.1 and 94.2 meV. The first belongs to one subband and the others to two each. Five channels conduct, giving $25.81/5=5.16$ kΩ.

For an interconnect with this Fermi level, the number of channels and their scattering set the resistance, not the gap. The two resistances above are for one thin-sheet wire without scattering; backscattering would raise them. Surface depth can also change the count. If 40 nm is the outer perimeter and the depth is 2 nm, four channels still conduct at zero flux. At half a flux quantum through the whole cross-section only three do, because the higher edges have moved above 0.1 eV.

**Comparison with real wires**

Your $\hbar v$ and a bulk gap of about 0.3 eV are roughly those of bismuth-selenide-type materials. The gap depends strongly on size: for a perimeter of 300 nm the thin-sheet formula gives only 6.3 meV. Doping can also move the Fermi level away from the Dirac point, as in the example above. Of the corrections sized here, surface depth moves the gap from 47 to 59 meV if 40 nm is the outer perimeter, while the 0.1 eV Fermi-level shift replaces an insulating wire by one with four channels. The 59 meV, the closing at 0.747 flux quanta and the finite-depth channel counts belong to the linear Dirac model with an infinite wall. Real materials also have a mass term quadratic in the wave number, $M=-m+bk^2$. If the wavefunction vanishes at the surface, the gap falls to about 57 meV for $b=0.2$ eV nm² and to 46 meV for $b=0.4$ eV nm², so the correction depends strongly on the material. The closing flux moves further out, to about 0.95 and 1.1 flux quanta respectively, both above 30 T for this wire. The shorter-path estimate does not carry over to this case: the state lies deeper than in the linear model, yet its gap is smaller. I have not included disorder, bulk carriers, different velocities on different crystal faces, or the electron-hole asymmetry that puts the Dirac point of bismuth-selenide-type materials near the valence band rather than at mid-gap, so 47 meV is the result for a clean, isotropic, thin surface state. The remaining figures are in the numerical output below.

## Computed values

```
hbar v = 0.30 eV nm
perimeter of the surface path = 40.0 nm
radius = 6.366 nm
azimuthal level spacing 2 pi hbar v/P = 47.12 meV
lowest level at zero flux = 23.56 meV
second level at zero flux = 70.69 meV
gap at zero flux = 47.12 meV = 0.04712 eV
gap at quarter flux quantum = 23.56 meV
gap at half flux quantum = 0.00 meV
gap at one flux quantum = 47.12 meV
largest thin-limit error of the bands = 0.0103 meV
flux quantum h/e = 4135.7 T nm^2
cross-section area = 127.3 nm^2
field for half a flux quantum = 16.24 T
-- finite depth, 40 nm taken as the physical perimeter --
bulk half-gap (rough) = 0.15 eV
amplitude decay length = 2.00 nm
mean depth, first order = 1.00 nm
gap at zero flux, first order = 54.53 meV
gap at zero flux, full bulk model = 59.29 meV
closing flux, first order = 0.657 h/e
closing flux, full bulk model = 0.747 h/e
closing field, full bulk model = 24.26 T
-- Zeeman coupling, thin surface --
surface g factor (assumed, rough) = 10
Zeeman energy at the half-flux field = 4.70 meV
closing flux, positive coupling = 0.417 h/e
closing flux, negative coupling = 0.625 h/e
-- temperature, chemical potential at the Dirac point --
k_B T at 4 K = 0.345 meV
conductance at 4 K, zero flux = 8.23e-30 e^2/h
conductance at 4 K, half flux = 1 e^2/h
k_B T at 300 K = 25.852 meV
conductance at 300 K, zero flux = 1.44 e^2/h
conductance at 300 K, half flux = 1.68 e^2/h
-- Fermi level away from the Dirac point, zero temperature --
Fermi level offset = 0.10 eV
channels at zero flux = 4
channels at half flux = 5
resistance quantum h/e^2 = 25.813 kohm
ballistic resistance at zero flux = 6.45 kohm
ballistic resistance at half flux = 5.16 kohm
```
